\section*{Sneak resistance of a crossbar with floating unselected lines}

\section{The current that bypasses the selected cell}

\textbf{Q.} I apply a voltage between one word line and one bit line of a crossbar. One cell joins those two lines. Why should the current tell me about anything else?

\textbf{A.} Because the selected word line also touches other cells. Let $N\ge 2$ word lines cross $N$ bit lines, with a cell at every crossing. Hold the selected word line at potential $V$ and the selected bit line at $0$, and leave the other lines unconnected. Current can leave the selected word line through an unselected cell, enter a floating bit line, cross to a floating word line through a second cell, and reach the selected bit line through a third. This is a sneak path.

Let $I_s$ be the steady current that leaves the selected word line through all its cells except the selected one. The sneak resistance is
\begin{equation}
R_s=\frac{V}{I_s}.
\end{equation}
I take every unselected cell to be ohmic with the same resistance $R$, and the lines to be perfect conductors. The selected cell may have another resistance, $R_{\rm sel}$.

\textbf{Q.} Then the count is easy. A sneak path has three cells, so its resistance is $3R$. There are $N-1$ floating bit lines and $N-1$ floating word lines to choose from, hence $(N-1)^2$ paths in parallel and $R_s=3R/(N-1)^2$.

\textbf{A.} That would hold if the paths had no cells in common. But all $N-1$ three-cell paths that enter a given floating bit line use the same first cell, and all that leave a given floating word line use the same last cell. The count treats each shared cell as if every path had its own copy. For $N=2$ there is one path and $3R$ is right; for larger $N$ the currents must be found from the circuit.

\section{Potentials of the floating lines}

\textbf{Q.} I expect you to say that all floating bit lines are at the same potential ``by symmetry''. I would rather not take that on trust.

\textbf{A.} It follows from current balance. Let $u_i$ be the potentials of the $N-1$ floating word lines and $w_j$ those of the $N-1$ floating bit lines. A floating line has no external connection, so in the steady state the currents entering it add to zero. Floating bit line $j$ meets the selected word line and every floating word line:
\begin{equation}
\frac{V-w_j}{R}+\sum_i\frac{u_i-w_j}{R}=0 .
\end{equation}
Multiply by $R$. The potential $w_j$ appears once in the first term and $N-1$ times in the sum, so
\begin{equation}
w_j=\frac1N\Bigl(V+\sum_i u_i\Bigr).
\end{equation}
The right side does not contain $j$. All floating bit lines therefore have one potential, $w$.

Floating word line $i$ meets the selected bit line, at potential $0$, and every floating bit line:
\begin{equation}
\frac{0-u_i}{R}+\sum_j\frac{w_j-u_i}{R}=0
\quad\Longrightarrow\quad
u_i=\frac1N\sum_j w_j .
\end{equation}
This does not depend on $i$, so all floating word lines have one potential, $u$.

\textbf{Q.} Where did the selected cell go?

\textbf{A.} Both its ends are held by the external source, so it appears in no balance equation for a floating line. Its current adds to the total without changing $u$ or $w$. It is in parallel with the sneak network.

\textbf{Q.} Two unknowns remain. What are they?

\textbf{A.} The two sums now have $N-1$ equal terms each, which gives
\begin{equation}
Nw=V+(N-1)u,\qquad Nu=(N-1)w .
\end{equation}
Multiply the first equation by $N$ and replace $Nu$ by $(N-1)w$:
\begin{equation}
N^2w=NV+(N-1)^2w .
\end{equation}
Since $N^2-(N-1)^2=2N-1$,
\begin{equation}
w=\frac{N}{2N-1}V,\qquad u=\frac{N-1}{N}w=\frac{N-1}{2N-1}V .
\end{equation}
The solution is unique because $2N-1\neq0$.

\section{The sneak resistance}

\textbf{Q.} Now give me the current.

\textbf{A.} The selected word line feeds $N-1$ unselected cells, each with voltage
\begin{equation}
V-w=\frac{(2N-1)-N}{2N-1}V=\frac{N-1}{2N-1}V .
\end{equation}
Therefore
\begin{equation}
I_s=(N-1)\frac{V-w}{R}=\frac{(N-1)^2}{2N-1}\,\frac VR,
\end{equation}
and
\begin{equation}
R_s=\frac{V}{I_s}=R\,\frac{2N-1}{(N-1)^2}.
\label{eq:sneak}
\end{equation}
The current arriving at the selected bit line is $(N-1)u/R$, which is the same because $u=V-w$.

\textbf{Q.} Can I see this without solving for potentials?

\textbf{A.} Yes, once the equal potentials are established. A wire joining two points at the same potential carries no current, so all floating bit lines may be joined, and likewise all floating word lines. The circuit becomes three groups in series, with $N-1$, $(N-1)^2$ and $N-1$ cells in parallel:
\begin{equation}
R_s=\frac{R}{N-1}+\frac{R}{(N-1)^2}+\frac{R}{N-1}
=R\,\frac{2(N-1)+1}{(N-1)^2},
\end{equation}
which is Eq.~(\ref{eq:sneak}). Your path count gave the middle group the right number of cells but also assigned $(N-1)^2$ cells to each outer group.

\textbf{Q.} So a large array has $R_s\propto 1/N$, not $1/N^2$?

\textbf{A.} Yes. The outer groups set the large-$N$ behaviour, and $R_s\to 2R/N$. The correction follows from
\begin{equation}
\frac{R_s}{2R/N}=\frac{N(2N-1)}{2(N-1)^2}
=1+\frac{3N-2}{2(N-1)^2}.
\end{equation}
At $N=64$ this ratio is $1.024$, so $R_s$ exceeds $2R/N$ by about 2.4\%.

\section{What it does to a read operation}

\textbf{Q.} Put numbers in. How bad is it?

\textbf{A.} Take round model values: $N=64$, a low cell resistance $R_L=100\ \mathrm{k\Omega}$, a high one $R_H=10\ \mathrm{M\Omega}$, and $V=0.2\ \mathrm V$. Let all unselected cells be low, so $R=R_L$. The three groups contribute
\begin{equation}
R_s=\frac{10^5}{63}+\frac{10^5}{3969}+\frac{10^5}{63}
\approx1587.3+25.2+1587.3\approx3200\ \Omega .
\end{equation}
The floating bit lines sit at $100.8\ \mathrm{mV}$ and the floating word lines at $99.2\ \mathrm{mV}$. Each of the 3969 middle cells has only $1.6\ \mathrm{mV}$ across it. The sneak current is $0.2\ \mathrm V/3200\ \Omega\approx62.5\ \mathrm{\mu A}$, while the selected cell carries $2\ \mathrm{\mu A}$ if low and $0.02\ \mathrm{\mu A}$ if high. The totals are $64.50$ and $62.52\ \mathrm{\mu A}$, with ratio $1.032$. A hundredfold change in the cell has become a 3\% change in the measured current.

\textbf{Q.} How large may the array be if I insist on a ratio of at least $1.1$?

\textbf{A.} Write $k=R_H/R_L$ and $s=R_L/R_s=(N-1)^2/(2N-1)$. Adding the parallel currents gives
\begin{equation}
C=\frac{V/R_L+V/R_s}{V/R_H+V/R_s}=\frac{1+s}{1/k+s}.
\end{equation}
Require $C\ge M$ with $1<M<k$. Multiplying by the positive denominator and collecting $s$,
\begin{equation}
1+s\ge\frac Mk+Ms
\quad\Longrightarrow\quad
s\le s_m=\frac{1-M/k}{M-1}.
\end{equation}
With $m=N-1$, the condition $m^2/(2m+1)\le s_m$ becomes $m^2-2s_mm-s_m\le0$. One root of the quadratic is negative, so the other sets the limit:
\begin{equation}
N\le1+s_m+\sqrt{s_m^2+s_m}.
\end{equation}
If the right side is below 2, no crossbar of the kind considered meets the requirement. Here $s_m=(1-0.011)/0.1=9.89$ and the bound is $21.27$, so $N=21$. The ratio is $1.101$ at $N=21$ and $1.096$ at $N=22$. This limit belongs to the read scheme assumed here, with floating unselected lines and perfect conductors. If instead all unselected lines are held at $0$ and the current is measured at the selected bit line, the other cells on that line have no voltage across them and the ratio is $k$ for any $N$; the price is that the source must then drive all $N$ cells of the selected word line at the full voltage $V$.

\section{Cells that store different data}

\textbf{Q.} You have taken all unselected cells to be identical, but a memory must also hold patterns of low and high cells. What survives when the data are mixed?

\textbf{A.} For ohmic cells, bounds survive. Let $g_{ab}$ be the conductance between lines $a$ and $b$, with the selected cell removed. For any trial potentials $\phi_a$ that have the held values $V$ and $0$ on the selected lines, define
\begin{equation}
P_g[\phi]=\sum_{\rm cells}g_{ab}(\phi_a-\phi_b)^2 .
\end{equation}
Let $\phi^0$ be the true potentials and $\phi=\phi^0+\delta$, so $\delta=0$ on the held lines. The term linear in $\delta$ is
\begin{equation}
2\sum_{\rm cells}g_{ab}(\phi_a^0-\phi_b^0)(\delta_a-\delta_b)
=2\sum_a\delta_aI_a=0,
\end{equation}
where $I_a$ is the net current leaving line $a$ through its cells. It vanishes on floating lines, and $\delta_a$ vanishes on the others. The quadratic term is not negative, so $\phi^0$ minimizes $P_g$. The same regrouping gives $P_g[\phi^0]=\sum_a\phi^0_aI_a=VI_s=V^2/R_s$.

If some conductances are raised, $P_g$ does not fall for any trial potentials, so its minimum does not fall and $R_s$ does not rise. Hence an array with cells between $R_L$ and $R_H$ has
\begin{equation}
R_L\frac{2N-1}{(N-1)^2}\le R_s\le R_H\frac{2N-1}{(N-1)^2}.
\end{equation}
The all-low background gives the smallest $R_s$. It also gives the smallest $C$, since $C=1+(1-1/k)/(1/k+s)$ falls as $s$ grows.

\textbf{Q.} Show me one mixed pattern.

\textbf{A.} Number the lines from 0, select word line 0 and bit line 0, and make a cell low when the sum of its two line numbers is even, high otherwise. Solving the balance equations of all lines numerically for $N=64$ gives $R_s\approx6487\ \Omega$. The bounds are $3200\ \Omega$ and $320\ \mathrm{k\Omega}$.

The value can be understood. Low cells join even lines to even lines and odd to odd. With the high cells removed, the selected lines belong to a uniform $32\times32$ array, for which Eq.~(\ref{eq:sneak}) gives $0.06556\,R_L=6556\ \Omega$. Restoring the high cells can only lower this, and it does so by about 1\%.

\textbf{Q.} Then could I subtract a known sneak current and forget the problem?

\textbf{A.} Only if you know the background. In the checkerboard, a low selected cell gives a total of $0.2\ \mathrm V/6487\ \Omega+2\ \mathrm{\mu A}\approx32.8\ \mathrm{\mu A}$. In the all-low background, a high selected cell gives $62.5\ \mathrm{\mu A}$. The low cell shows the smaller current, so no single threshold that assigns larger currents to low cells reads both correctly.

\section{Lines with resistance}

\textbf{Q.} Real lines are not perfect conductors. Do they spoil the formula?

\textbf{A.} They raise $R_s$ or leave it unchanged. A perfect line restricts the trial potentials to be constant along it. Removing that restriction can only lower the minimum of $P_g$, now including the line segments, and so cannot lower $R_s$.

An upper bound comes from trial currents. Let $i$ be the true currents in all elements of resistance $\rho$, with total $I$, and let $i+c$ be other currents that also balance at every node and have the same total. Then $c$ has no net flow at any node, including the terminals. By Ohm's law $\rho i$ is a potential difference, so regrouping by nodes gives $\sum\rho ic=0$, and
\begin{equation}
\sum\rho(i+c)^2=\sum\rho i^2+\sum\rho c^2\ge I^2R_s^{\rm line},
\end{equation}
where $R_s^{\rm line}$ is the sneak resistance with resistive lines.

\textbf{Q.} Which trial currents do you use?

\textbf{A.} Those of the perfect-line array. Let each segment between neighbouring cells have resistance $r$, and let the selected cell be at a corner, with the current supplied and collected right beside it. The selected word line loses $I/(N-1)$ at each of its other $N-1$ crossings, so its segments carry $pI/(N-1)$ with $p=N-1,\dots,1$. Its dissipation divided by $I^2$ is
\begin{equation}
A=\frac{r}{(N-1)^2}\sum_{p=1}^{N-1}p^2
=\frac{rN(2N-1)}{6(N-1)} .
\end{equation}
The selected bit line gives another $A$. Each floating line has the same current profile, smaller by the factor $N-1$, and contributes $A/(N-1)^2$. There are $2(N-1)$ of them. The line total is
\begin{equation}
2A\left(1+\frac1{N-1}\right)=\frac{2AN}{N-1}
=\frac{rN^2(2N-1)}{3(N-1)^2}=\frac{rN^2}{3R}\,R_s .
\end{equation}
The cells contribute the perfect-line value $R_s$, hence
\begin{equation}
R_s\le R_s^{\rm line}\le R_s\left(1+\frac{rN^2}{3R}\right).
\end{equation}
For $r=1\ \Omega$ and the all-low array, the bound allows an increase of $4096/(3\times10^5)\approx1.37\%$. A numerical solution of the full network, with a separate potential on each line at every crossing, gives $3243\ \Omega$, an increase of $1.36\%$ relative to perfect lines. The perfect-line formula is good when $rN^2\ll3R$.

\section{Cells with a selector}

\textbf{Q.} And if each cell contains a nonlinear selector?

\textbf{A.} Then Eq.~(\ref{eq:sneak}) no longer applies, but the three groups remain. Let every unselected cell carry $f(v)$ at voltage $v$, with $f$ continuous, odd and strictly increasing. This leaves out diodes, whose current is not odd in the voltage, and switches with hysteresis, whose current is not fixed by the present voltage alone. Put voltage $a$ on each outer cell and $b$ on each middle cell. Current balance on a floating line and the total voltage require
\begin{equation}
f(a)=(N-1)f(b),\qquad 2a+b=V .
\end{equation}
For $V>0$, as $b$ rises from $0$ to $V$, $a=(V-b)/2$ falls from $V/2$ to $0$, so the two sides of the first equation cross once, with $b>0$. Hence $a<V/2$ and
\begin{equation}
I_s=(N-1)f(a)<(N-1)f(V/2).
\end{equation}
No other potentials satisfy the balance equations: for two solutions with cell voltages $v$ and $v'$, regrouping by lines gives $\sum(v-v')[f(v)-f(v')]=0$, and since no term is negative, $v=v'$ in every cell.

\textbf{Q.} So what should the selector do?

\textbf{A.} It should make $(N-1)f(V/2)$ small compared with the current of the selected low cell at $V$. That is sufficient to make the sneak current small in this uniform array. An ohmic cell has $f(V/2)=f(V)/2$, which gives no such protection when $N$ is large.

Numbers in the example were calculated in double precision.
